# Slater–Koster p-p and s-d hopping entries from rotated bond-frame integrals

## Question

Atom A is at the origin and atom B at $R\,\mathbf u$, where $\mathbf u=(l,m,n)$ is a unit vector whose components are the direction cosines of the bond. Each atom carries real s, p and d orbitals, with one radial function per shell and angular parts referred to the crystal axes $x,y,z$. The hopping entries are

$$E_{b,c}=\langle b\text{ on A}|H|c\text{ on B}\rangle .$$

The one-electron operator $H$ is real, Hermitian and spin-independent. It is unchanged by every rotation about the line AB and by reflection in every plane containing that line. This axial symmetry holds in the two-centre approximation, where the potential is a sum of spherical potentials centred on A and B. It is all that the angular formulas below require.

The bond frame has axes $x',y',z'$, with $z'$ pointing from A to B, and the same primed axes are used on both atoms. Matrix elements between orbitals referred to these axes are called bond-frame integrals.

## (a) Which bond-frame p-p and s-d integrals survive?

**Answer.** The allowed operations leave both atoms in place, so they act only on the angular parts of the orbitals. An integral that changes sign under such an operation equals its own negative and vanishes.

For p-p:

- A half-turn about $z'$ reverses $p_{x'}$ and $p_{y'}$ but not $p_{z'}$. The $x'z'$ and $y'z'$ integrals vanish, in either order.
- The reflection $y'\to-y'$ reverses $p_{y'}$ alone, which removes the $x'y'$ and $y'x'$ integrals.
- A quarter-turn carries $p_{x'}$ into $p_{y'}$ on both atoms, so their diagonal integrals are equal.

Two constants remain:

$$V^{pp}=\mathrm{diag}(V_{pp\pi},V_{pp\pi},V_{pp\sigma}).$$

For s on A and d on B, the s orbital is invariant, so the d orbital must be invariant too. The half-turn excludes $y'z'$ and $z'x'$, the reflection excludes $x'y'$, and the quarter-turn reverses $x'^2-y'^2$. The remaining orbital, $3z'^2-r^2$, gives the single constant $V_{sd\sigma}$.

Because the $z'$ axes are parallel, the positive lobe of $p_{z'}$ on A faces the negative lobe on B. Turning one axis round would reverse the sign of $V_{pp\sigma}$.

## (b) Find the rotation matrices of the real p and d orbitals, and express $E$ through them.

**Answer.** Let $Q$ be the rotation that carries the crystal axes into the bond axes:

$$Q=R_z(\phi)R_y(\theta)R_z(\psi),\qquad Q\,\mathbf e_z=\mathbf u .$$

Here $\theta,\phi$ are the polar angles of $\mathbf u$, and $\psi$ is an arbitrary turn about the bond. With $\mathbf r$ measured from the atom in question, the rotated orbital is

$$a'(\mathbf r)=a(Q^{T}\mathbf r)=\sum_b b(\mathbf r)\,D_{ba}.$$

*p orbitals.* The angular part is proportional to $\hat{\mathbf r}\cdot\mathbf e_i$. Since

$$(Q^T\hat{\mathbf r})\cdot\mathbf e_i=\hat{\mathbf r}\cdot(Q\mathbf e_i)=\sum_j\hat r_jQ_{ji},$$

the rotation matrix is $D^{1}=Q$.

*d orbitals.* Write each angular part as

$$Y_a=\sqrt{\tfrac{15}{8\pi}}\;\hat{\mathbf r}^{T}M_a\hat{\mathbf r},\qquad M_a=M_a^T,\quad \mathrm{tr}\,M_a=0,\quad \mathrm{tr}(M_aM_b)=\delta_{ab}.$$

The prefactor follows from the spherical integral

$$\int \hat r_i\hat r_j\hat r_k\hat r_p\,d\Omega=\tfrac{4\pi}{15}(\delta_{ij}\delta_{kp}+\delta_{ik}\delta_{jp}+\delta_{ip}\delta_{jk}).$$

Contracted with $M_a$ and $M_b$, the first term gives a product of traces, which is zero. The other two each give $\mathrm{tr}(M_aM_b)$, so the total is $\tfrac{8\pi}{15}\delta_{ab}$.

The matrices are:

- $M_{xy}$: entries $1/\sqrt2$ at positions $xy$ and $yx$, zero elsewhere; $M_{yz}$ and $M_{zx}$ are analogous;
- $M_{x^2-y^2}=\mathrm{diag}(1,-1,0)/\sqrt2$;
- $M_{3z^2-r^2}=\mathrm{diag}(-1,-1,2)/\sqrt6$.

Replacing $\hat{\mathbf r}$ by $Q^T\hat{\mathbf r}$ replaces $M_a$ by $QM_aQ^T$. This is again symmetric and traceless, so it can be expanded in the five $M_b$, which form an orthonormal basis of that five-dimensional space:

$$D^2_{ba}=\mathrm{tr}(M_b\,Q M_aQ^T).$$

*Transformation of the integrals.* The rotation preserves $\mathrm{tr}(M_aM_b)$, so $D^2$ is orthogonal, as is $Q$. The expansion therefore inverts to $b=\sum_a D_{ba}\,a'$. Inserting this on both atoms gives

$$E_{b,c}=\sum_{a,e}D^{A}_{ba}\,V_{ae}\,D^{B}_{ce},\qquad E=D^{A}\,V\,(D^{B})^{T}.$$

For an s orbital, $D=1$.

## (c) Derive the p-p entries.

**Answer.** Let $\mathbf q_1,\mathbf q_2,\mathbf u$ be the columns of $Q$. Then

$$E=QV^{pp}Q^T=V_{pp\pi}(\mathbf q_1\mathbf q_1^T+\mathbf q_2\mathbf q_2^T)+V_{pp\sigma}\,\mathbf u\mathbf u^T.$$

Orthogonality, $QQ^T=1$, means $\mathbf q_1\mathbf q_1^T+\mathbf q_2\mathbf q_2^T=1-\mathbf u\mathbf u^T$. Hence

$$E=V_{pp\pi}\,1+(V_{pp\sigma}-V_{pp\pi})\,\mathbf u\mathbf u^T,$$

or, by components,

$$E_{x,x}=l^2V_{pp\sigma}+(1-l^2)V_{pp\pi},\qquad E_{x,y}=lm\,(V_{pp\sigma}-V_{pp\pi}).$$

The other entries follow by permuting $x,y,z$ together with $l,m,n$. The angle $\psi$ has dropped out because the two π integrals are equal.

For a bond along $z$ the bond-frame matrix is recovered. If $V_{pp\sigma}=V_{pp\pi}$, the block is a multiple of the unit matrix and carries no directional information. In every case its trace is $V_{pp\sigma}+2V_{pp\pi}$.

## (d) Derive the s-d entries.

**Answer.** Only the σ column of $D^2$ is needed, since $E_{s,b}=D^2_{b,3z^2-r^2}V_{sd\sigma}$. From $M_{3z^2-r^2}=(3\mathbf e_z\mathbf e_z^T-1)/\sqrt6$,

$$QM_{3z^2-r^2}Q^T=\frac{3\mathbf u\mathbf u^T-1}{\sqrt6}.$$

The term $-1$ contributes $-\mathrm{tr}\,M_b/\sqrt6=0$, so

$$D^2_{b,3z^2-r^2}=\frac{3}{\sqrt6}\,\mathbf u^TM_b\mathbf u=\sqrt{\tfrac32}\,\mathbf u^TM_b\mathbf u .$$

The required quadratic forms are

$$\mathbf u^TM_{xy}\mathbf u=\sqrt2\,lm,\quad \mathbf u^TM_{x^2-y^2}\mathbf u=\frac{l^2-m^2}{\sqrt2},\quad \mathbf u^TM_{3z^2-r^2}\mathbf u=\frac{2n^2-l^2-m^2}{\sqrt6}.$$

Multiplication by $\sqrt{3/2}$ gives

$$\begin{aligned}
E_{s,xy}&=\sqrt3\,lm\,V_{sd\sigma},\qquad E_{s,yz}=\sqrt3\,mn\,V_{sd\sigma},\qquad E_{s,zx}=\sqrt3\,nl\,V_{sd\sigma},\\
E_{s,x^2-y^2}&=\tfrac{\sqrt3}{2}(l^2-m^2)V_{sd\sigma},\\
E_{s,3z^2-r^2}&=\left[n^2-\tfrac12(l^2+m^2)\right]V_{sd\sigma}.
\end{aligned}$$

The column has unit length, so the squares of the five entries sum to $V_{sd\sigma}^2$: rotation redistributes the coupling without changing its total strength. For a bond along $x$, the last two factors are $\sqrt3/2$ and $-1/2$. For a bond along $(1,1,1)$ they vanish, and s couples equally to $xy$, $yz$ and $zx$.

## (e) What changes when the bond is reversed, or when s and d exchange atoms?

**Answer.** The angular factors of the p-p and s-d blocks are even in $\mathbf u$, so replacing $\mathbf u$ by $-\mathbf u$ with the same bond-frame constants changes none of these entries. This does not extend to every block: the s-p entries, such as $E_{s,x}=l\,V_{sp\sigma}$, are linear in $\mathbf u$ and change sign.

With d on A and s on B, part (d) applies with the rotation matrix on the other side. The angular factors are the same, but the constant is a different integral, $V_{ds\sigma}$. If the atoms and their orbitals are identical and $H$ is invariant under inversion through the bond midpoint, that inversion exchanges the atoms. Both s and d are even, so

$$\langle s_A|H|d_B\rangle=\langle s_B|H|d_A\rangle=\langle d_A|H|s_B\rangle .$$

The last step uses the fact that $H$ is real and Hermitian. Thus $V_{sd\sigma}=V_{ds\sigma}$ when both conditions hold. For different atoms this argument is unavailable. Identical atoms alone are not enough either: a third charge on the line AB, away from the midpoint, keeps the axial symmetry but breaks the inversion symmetry, and the two constants can then differ.

## (f) Evaluate the entries for a model bond.

One electron moves in the field of two unit point charges 3.5 bohr apart, with $\mathbf u=(2,3,6)/7$. Both centres carry normalized s, p and d Gaussians of exponent $0.3\ \text{bohr}^{-2}$. $H$ contains the kinetic energy and both attractions, but not the repulsion between the charges. With the bond along $z$, integration gives

$$V_{pp\sigma}=0.174548,\qquad V_{pp\pi}=-0.105545,\qquad V_{sd\sigma}=-0.230819\ \text{hartree}.$$

**Answer.** The difference $V_{pp\sigma}-V_{pp\pi}$ is 0.280094 hartree. Two entries in full are

$$E_{x,x}=\tfrac{4}{49}(0.174548)+\tfrac{45}{49}(-0.105545)=-0.0827\ \text{hartree},$$

$$E_{x,y}=\tfrac{6}{49}(0.280094)=0.0343\ \text{hartree}.$$

These are $-2.25$ eV and $0.933$ eV. Although $V_{pp\sigma}$ is positive, $E_{x,x}$ is negative: the bond lies far from the $x$ axis, and the π integral has weight $45/49$.

In the same way, $E_{y,y}=-0.0541$, $E_{z,z}=0.1002$, $E_{x,z}=0.0686$ and $E_{y,z}=0.1029$ hartree.

The s-d entries, with products taken before rounding, are:

| d orbital | Angular factor | Entry (hartree) |
|---|---:|---:|
| $xy$ | $6\sqrt3/49=0.2121$ | $-0.0490$ |
| $yz$ | $18\sqrt3/49=0.6363$ | $-0.1469$ |
| $zx$ | $12\sqrt3/49=0.4242$ | $-0.0979$ |
| $x^2-y^2$ | $-5\sqrt3/98=-0.0884$ | $0.0204$ |
| $3z^2-r^2$ | $59/98=0.6020$ | $-0.1390$ |

In particular, $E_{s,xy}=-1.332$ eV. The numerical output lists integrals evaluated directly in the crystal frame beside these entries; they agree to all printed digits.

The Gaussians on different atoms are not orthogonal. Shifting the energy zero by $c$ therefore adds $cS$ to $E$, where $S$ is the overlap block. The angular formulas survive the shift, because $S$ has the same symmetry and obeys them with its own constants.

If the charge at B is raised to 2, the constants become $V_{sd\sigma}=-0.3568$ and $V_{ds\sigma}=-0.5041$ hartree. The two orders then need separate parameters, as part (e) allows.

## (g) What happens when a third unit charge is added?

**Answer.** A charge on the line AB preserves every symmetry used in part (a). The constants may change, but the angular formulas remain valid. In the numerical test, the violation is below $10^{-9}$ hartree.

A charge off the line destroys the axial symmetry. The crystal-frame block $E=D^AV(D^B)^T$, built from the full bond-frame matrix, is still independent of $\psi$, but the bond-frame elements themselves now depend on it: a turn about the bond mixes the $x'z'$ and $y'z'$ elements and trades the difference of the two π integrals against the $x'y'$ element. The values below refer to the bond frame with $\psi=0$. Placed at $(2,0,0)$ bohr, the charge produces a bond-frame p-p element of magnitude 0.0458 hartree that part (a) would set to zero. This is about 26% of the original $V_{pp\sigma}$. The two π integrals also separate, by 0.0090 hartree, so two p-p constants no longer describe the block.

The largest forbidden s-d element has the same printed magnitude. Equal-exponent Gaussians provide a reason. Writing $N_s$ for the s normalization and $\alpha$ for the exponent, both $p_{x'}$ on A times $p_{z'}$ on B and $s$ on A times $d_{z'x'}$ on B equal

$$4\alpha N_s^2\,x'(z'-R)\,e^{-\alpha r_A^2-\alpha r_B^2}.$$

Here $r_A$ and $r_B$ are the distances from the two atoms. The third charge therefore contributes equally to both elements, while the axially symmetric part of $H$ contributes to neither. The same holds with $y'$ in place of $x'$. The plane through the bond and the third charge is still a mirror plane, so the pair of $x'z'$ and $y'z'$ elements is proportional to the transverse coordinates of the charge, $x'=0.951$ and $y'=-1.664$ bohr. The elements containing $y'$ are therefore the larger ones. With the orbital on A named first, $p_{y'}$-$p_{z'}$ and $s$-$d_{y'z'}$ are both $-0.0458$ hartree, while $p_{x'}$-$p_{z'}$ and $s$-$d_{z'x'}$ are both $0.0262$ hartree. The p-p elements in the reverse order, with $p_{z'}$ on A, are different integrals.

## Table of computed values

```
Gaussian exponent: 0.3 bohr^-2; distance: 3.5 bohr
Position of B (bohr): 1.000 1.500 3.000
l, m, n: 0.285714 0.428571 0.857143
theta = 31.0027 deg, phi = 56.3099 deg
Rotation matrix Q (psi = 0), rows x, y, z:
   0.475457 -0.832050  0.285714
   0.713186  0.554700  0.428571
  -0.515079  0.000000  0.857143
V_pp_sigma = 0.174548 hartree
V_pp_pi    = -0.105545 hartree
V_sd_sigma = -0.230819 hartree
V_pp_sigma - V_pp_pi = 0.280094 hartree
p-p entries (hartree): formula, direct integral
  E_x,x: -0.082681, -0.082681
  E_x,y: 0.034297, 0.034297
  E_x,z: 0.068594, 0.068594
  E_y,y: -0.054100, -0.054100
  E_y,z: 0.102891, 0.102891
  E_z,z: 0.100238, 0.100238
s-d entries: D2 sigma column; formula, direct (hartree)
  E_s,xy: 0.212088; -0.048954, -0.048954
  E_s,yz: 0.636264; -0.146861, -0.146861
  E_s,3z2-r2: 0.602041; -0.138962, -0.138962
  E_s,zx: 0.424176; -0.097908, -0.097908
  E_s,x2-y2: -0.088370; 0.020397, 0.020397
E_x,x  = -2.2499 eV
E_x,y  = 0.9333 eV
E_s,xy = -1.3321 eV
Trace of direct p-p block: -0.036543 hartree
Root of summed squares, direct s-d: 0.230819 hartree
Bond along x, direct E_s,3z2-r2 / V_sd_sigma: -0.500000
Bond along x, direct E_s,x2-y2 / V_sd_sigma: 0.866025
Charges 1 (A), 2 (B): V_sd_sigma = -0.356803 hartree
Charges 1 (A), 2 (B): V_ds_sigma = -0.504139 hartree
Third unit charge off axis at (bohr): 2.0 0.0 0.0
  largest forbidden p-p element: 0.045799 hartree
  largest forbidden s-d element: 0.045799 hartree
  splitting of the two pi elements: 0.009024 hartree
Third charge on axis, largest violation < 1e-09 hartree
Number of bond directions tested: 6
Largest H error, all directions < 1e-09 hartree
```
